# Estimating Slurry Residence Time Beneath a 300 mm Wafer

**A case that can be seen through**

Let a disc of radius $R$ rest above a smooth plate, with a liquid film of thickness $h$ between them. Nothing turns. Liquid enters at the centre at volume rate $Q$ and leaves all around the rim. At distance $s$ from the centre it crosses a cylinder of area $2\pi s h$, so its speed, taken as uniform across the film, is $Q/(2\pi s h)$. The time to reach the rim is

$$
\int_0^R \frac{2\pi s h}{Q}\,ds=\frac{\pi R^2h}{Q}.
$$

This is the volume beneath the disc divided by the supply flow.

A polishing machine differs in three ways. Its pad has grooves that hold additional liquid. Part of the supply runs off the pad without ever reaching the wafer. And the turning pad carries the same liquid beneath the wafer many times. The first two differences change the volume and the flow in the quotient. The third changes what the quotient means.

**The estimate on an envelope**

Take a 300 mm wafer, with area about 700 cm². Let the film be 20 µm thick. Grooves 0.5 mm wide and 0.5 mm deep, repeated every 3 mm, hold as much liquid as a uniform layer of about 80 µm. Together they make a layer of about 100 µm, or 7 mL beneath the wafer.

Let the supply be 200 mL/min, and assume that 30% of it passes beneath the wafer at least once. This capture fraction is an input, not a result. The captured flow is 60 mL/min, which is 1 mL/s. The residence time is therefore about 7 s.

A second estimate seems to disagree. The pad moves at about 1 m/s, and the wafer is 0.3 m across, so liquid riding on the pad is beneath the wafer for only a fraction of a second. Both numbers are sound. The short one is the time of a single pass; the long one is the total over all passes of the same liquid.

**Definitions and the result**

Let $w$, $d$ and $p$ be the groove width, depth and pitch, and let $\phi=w/p$. The film thickness $h$ is the mean liquid thickness between wafer and pad surface, with the volume of solid asperities already taken out. The capture fraction $f$ is the part of the supplied slurry that passes beneath the wafer at least once. Liquid that returns after a turn of the pad is not counted again in $f$.

The residence time $\tau$ is the mean time that a captured element of slurry spends beneath the wafer, added over all its passes. For steady running, incompressible liquid, full grooves, and no source of liquid other than the supply,

$$
\boxed{\tau=\frac{\pi R^2(h+\phi d)}{fQ}}
$$

The derivation has two parts: the volume, and the relation between volume and time.

**The volume beneath the wafer**

Let the grooves be concentric with the pad, and let the wafer centre lie at distance $a>R$ from the pad axis. A circle of radius $r$ about that axis lies beneath the wafer over an arc of angle $2\alpha(r)$. The cosine rule, applied to the triangle formed by the pad axis, the wafer centre and a point on the wafer rim, gives

$$
\cos\alpha(r)=\frac{r^2+a^2-R^2}{2ra}.
$$

The local liquid depth $\ell(r)$ is $h+d$ over a groove and $h$ elsewhere. The volume is thus

$$
V=\int_{a-R}^{a+R}\ell(r)\,2r\alpha(r)\,dr .
$$

If the pitch is small compared with $R$, the arc length $2r\alpha$ changes little across most pitches, and $\ell$ may be replaced by its average over one pitch:

$$
\frac{w(h+d)+(p-w)h}{p}=h+\frac{w}{p}d=h+\phi d .
$$

The remaining integral of $2r\alpha$ is the wafer area, so

$$
V=\pi R^2(h+\phi d).
$$

For the example, the area is 706.9 cm² and $\phi d$ is 83.3 µm. The film holds 1.41 mL and the grooves 5.89 mL, in total 7.304 mL. Integration over the actual groove pattern gives 7.305 mL for one placement of the grooves, and between 7.301 and 7.306 mL for others, so averaging over the pitch costs nothing of importance here.

**From volume to time**

Divide the slurry into small elements of volume $v_i$. Let $\chi_i(t)$ be one while element $i$ is beneath the wafer and zero otherwise. At every moment the elements beneath the wafer fill the volume $V$:

$$
\sum_i v_i\chi_i(t)=V .
$$

Integrate this over a long observation time $T$:

$$
VT=\sum_i v_i\int_0^T\chi_i(t)\,dt .
$$

The right side adds up the time beneath the wafer, weighted by volume. Now count the same quantity by first entries. During $T$, new slurry of total volume $fQT$ goes beneath the wafer for the first time, and its mean total time there is $\tau$. Hence

$$
VT=fQT\,\tau+E .
$$

The term $E$ corrects for the two ends of the observation: some elements entered before it began, and others still have time to spend beneath the wafer after it ends. In steady running, if the total times from first entry to last exit, waits between passes included, have finite mean and variance, the average of $E$ stays bounded as $T$ grows. Division by $T$ then removes it:

$$
V=fQ\tau .
$$

All liquid that passes beneath the wafer must be replaced in the end. Beyond that, nothing was assumed about the path of an element, its number of passes, or the mixing. These affect how the individual times are spread about the mean.

This relation was tested by following 4000 equal parcels of groove liquid for 4000 turns of the pad, after 500 turns to settle. The chance of replacement by fresh slurry was made uneven, from 0.4 to 1.6 times its mean across the wafer track, and at each turn all parcels were shifted together in radius by a random step, those leaving one edge of the track returning at the other. The captured flow counted in this way was 59.9 mL/min. The time beneath the wafer, recorded parcel by parcel, averaged 5.899 s; groove volume divided by counted flow gave 5.896 s. The standard deviation was 1.32 times the mean. That ratio belongs to the chosen rules for replacement and shifting, but it shows that $\tau$ need not be a typical time for each element.

**How many passes make up the residence time**

The pad turns at angular rate $\Omega$, and the wafer turns at rate $\omega$ about its own centre. With $\hat{\mathbf z}$ along the axes and $\mathbf a$ the vector from pad axis to wafer centre, the surface velocities at position $\mathbf x$ are

$$
\mathbf v_{\rm pad}=\Omega\,\hat{\mathbf z}\times\mathbf x,\qquad
\mathbf v_{\rm wafer}=\omega\,\hat{\mathbf z}\times(\mathbf x-\mathbf a).
$$

Take the liquid in the grooves to move with the pad. In the thin film, without a pressure gradient, the velocity varies linearly between the two surfaces, so its mean is half their sum.

On the rim, $\mathbf x=\mathbf a+R\mathbf n$, where $\mathbf n$ is the outward normal. Because $(\hat{\mathbf z}\times\mathbf n)\cdot\mathbf n=0$,

$$
\mathbf v_{\rm wafer}\cdot\mathbf n=0,\qquad
\mathbf v_{\rm pad}\cdot\mathbf n=\Omega(\hat{\mathbf z}\times\mathbf a)\cdot\mathbf n=U\sin\theta ,
$$

with $U=\Omega a$ and $\theta$ measured from the direction of $\mathbf a$. The wafer's own rotation is tangent to its rim and brings in no liquid. The outflow per unit length of rim is $U\sin\theta\,(\phi d+h/2)$. Inflow occurs on the half of the rim where the sine is negative. Its magnitude there integrates to $\int_0^\pi R\sin\theta\,d\theta=2R$, so

$$
Q_{\rm pass}=2RU\left(\phi d+\frac h2\right).
$$

For $U=1$ m/s this is 1680 mL/min. A numerical integral along the rim, with the wafer turning at 0.7 times the pad rate, gives the same value. The pad therefore carries far more liquid beneath the wafer than the supply delivers, and most of that liquid has been there before.

If each entry is counted separately, the argument of the previous section gives a mean time per pass of $V/Q_{\rm pass}=0.261$ s. This assumes that all liquid beneath the wafer takes part in the exchange. In a perfectly smooth linear flow with equal spins, liquid near the wafer surface would follow closed circles beneath it, about a quarter of the film in this example. Stirring by the pad asperities is assumed to bring this liquid out. For groove liquid alone,

$$
\frac{\pi R^2\phi d}{2RU\phi d}=\frac{\pi R}{2U}=0.236\ \text{s}.
$$

The average over all liquid is longer because the film moves, on average across the rim, with half the normal speed of the pad. The mean number of passes is

$$
N=\frac{Q_{\rm pass}}{fQ}=\frac{1680}{60}=28 ,
$$

and the two estimates on the envelope are reconciled:

$$
\tau=N\,\frac{V}{Q_{\rm pass}}=28\times0.261\ \text{s}\approx7.3\ \text{s}.
$$

A faster pad makes each pass shorter and the passes more numerous. With $V$, $f$ and $Q$ held fixed, $\tau$ does not change. For scratching, this means that a coarse particle which follows the liquid can pass beneath the wafer many times, not just once. The average of 28 belongs to steady running with grooves whose liquid is all replaced in the end. Within a single one-minute polish the average is smaller, and with isolated grooves it is only about 3.

**Two limits**

If all supplied slurry is captured, $f=1$ and $\tau=V/Q=2.19$ s. For the given volume and supply, no capture fraction can give a shorter mean.

The other limit is a very large supply. First entries cannot exceed all entries, so $fQ\le Q_{\rm pass}$ and $N\ge1$. Once $Q$ exceeds $Q_{\rm pass}$, the capture fraction must fall below one. Within this transport model, additional supply cannot reduce the mean below the single-pass value of 0.261 s. When $fQ$ reaches $Q_{\rm pass}$, every element passes once, and residence time and pass time coincide.

**Clock time is longer**

Between passes, slurry rides on the open part of the pad. The wafer track is the ring between radii $a-R$ and $a+R$, and its grooves hold

$$
\pi\left[(a+R)^2-(a-R)^2\right]\phi d=4\pi aR\,\phi d .
$$

With $a=200$ mm this is 31.4 mL. If the captured flow renews these grooves, one track volume is supplied in

$$
\frac{4\pi aR\,\phi d}{fQ}=\frac{31.4\ \text{mL}}{1\ \text{mL/s}}=31.4\ \text{s}.
$$

This is 0.52 of a polish lasting one minute. The start of such a polish is therefore not steady, and a change of slurry takes tens of seconds to work through, although $\tau$ is only 7 s. This counts the grooves only. The film carries $RUh=180$ mL/min beneath the wafer, three times the captured flow, so the count of 28 passes already requires film liquid to return on the pad above the grooves. If all of it rides round as a layer of mean thickness $h/2$, the circulating stock is about 36 mL and the renewal takes about 36 s, or 0.6 of the polish.

**What controls the number**

The capture fraction matters most, because it is poorly known and enters as $1/f$. With all else fixed:

- $f=0.1$ gives 21.9 s;
- $f=0.3$ gives 7.3 s;
- $f=0.6$ gives 3.7 s.

The film matters less. It supplies the share $h/(h+\phi d)=0.19$ of the volume, so doubling its thickness raises $\tau$ only to 8.7 s. Grooves worn to half their depth, or half filled, lower it to 4.4 s.

The supply flow needs some care, since $f$ may itself depend on $Q$. Taking the logarithm of the result at fixed $V$ and differentiating gives

$$
\frac{d\ln\tau}{d\ln Q}=-1-\frac{d\ln f}{d\ln Q}.
$$

If a larger supply mostly runs off, $f$ falls as $Q$ rises, and the gain in renewal is smaller than the simple inverse law suggests.

**What the model leaves out**

*Drag in the grooves.* Seen from the pad, the wafer slides backwards and drags groove liquid with it. Consider a long square groove, with sliding along it at speed $U$ and no pressure gradient. The steady velocity $u$ along the groove obeys $\nabla^2u=0$, with $u=U$ on the lid and zero on the other three walls. Add the four solutions obtained by placing the moving wall on each side in turn. The sum equals $U$ on the whole boundary, and hence throughout the groove. By symmetry the four averages are equal, so each is $U/4$; a numerical solution gives 0.250. The slowest transient decays in a time

$$
\left[\nu\pi^2\left(\frac1{w^2}+\frac1{d^2}\right)\right]^{-1}=0.013\ \text{s}
$$

for a water-like kinematic viscosity $\nu$ of 1 mm²/s. This is much shorter than a pass, so the lag has time to develop. Applied as if the sliding were along the grooves everywhere, the lag multiplies the groove term in $Q_{\rm pass}$ by $3/4$ and lowers $N$ from 28 to about 22. This is a rough figure, not a bound. Only part of the sliding runs along the grooves, which by itself weakens the drag. The part across them drives an eddy, at a Reynolds number of about 160 on average, which carries momentum from the lid into the groove and raises the mean from a quarter to about a third of the along-groove sliding speed. With both effects $N$ is about 21. Each pass lengthens in proportion, and $\tau$ is unchanged.

*Exchange between grooves and film.* This is the more serious omission. A solute with diffusivity $D$ of about 1000 µm²/s needs $d^2/(2D)=125$ s to diffuse across the groove depth, far longer than $\tau$. Diffusion alone cannot keep grooves and film mixed. Sliding across the grooves can stir them. For equal spins the sliding speed is $U$ everywhere, and its cross-groove part averages $0.318\,U$ over the wafer. A circuit of the groove perimeter at that speed takes 6.3 ms. The eddy itself moves more slowly than the wall, so this is an optimistic time. Moreover, stirring within a groove is not the same as leaving it, since closed eddies can retain liquid.

If the grooves exchanged nothing and all captured flow went through the film, the relevant volume would be that of the film alone, and

$$
\tau_{\rm film}=\frac{\pi R^2h}{fQ}=1.4\ \text{s}.
$$

The values 1.4 s and 7.3 s thus describe, at the same capture fraction, isolated grooves and grooves whose liquid is all replaced in the end. Slow exchange does not alter the steady mean of 7.3 s. It makes the individual times more unequal and delays the steady state, perhaps beyond the end of a polish.

**Beside a real polisher**

The example has the size of a 300 mm wafer polisher with a grooved polymer pad. Films of some tens of micrometres, grooves of some tenths of a millimetre and supplies of a few hundred millilitres per minute are rough typical values, and none of those used here is meant to be extreme. The capture fraction is the least certain input: it depends on where the slurry is delivered, on the grooves, and on how much liquid is pushed aside ahead of the wafer. The grooves of a real pad may also be partly empty, or may exchange liquid too slowly to reach the steady state within a polish. Half-filled grooves move the result from 7.3 s to 4.4 s, and isolated grooves move it to 1.4 s. A fair statement of the estimate is several seconds beneath the wafer for an assumed capture of 30%. With full grooves, capture fractions of 0.6 and 0.1 would give 3.7 s and 21.9 s instead. The full set of values is in the numerical output.

## Table of computed values

```
INPUTS (rough typical values; capture fraction assumed)
wafer diameter: 300 mm
mean film thickness: 20 um
groove width: 0.50 mm
groove depth: 0.50 mm
groove pitch: 3.00 mm
supply flow: 200 mL/min
capture fraction: 0.30
distance of pad axis from wafer centre: 200 mm
sliding speed: 1.00 m/s
platen period: 1.26 s
VOLUME AND RESIDENCE TIME
wafer area: 706.9 cm2
groove volume per area: 83.3 um
film volume: 1.41 mL
groove volume: 5.89 mL
total volume, formula: 7.304 mL
total volume, groove pattern: 7.305 mL
captured flow: 60.0 mL/min
RESIDENCE TIME tau: 7.30 s
film share of tau: 0.194
tau at capture fraction 0.1: 21.91 s
tau at capture fraction 0.3: 7.30 s
tau at capture fraction 0.6: 3.65 s
tau at capture fraction 1.0: 2.19 s
tau with film twice as thick: 8.72 s
PASSES AND RENEWAL
flow carried beneath wafer: 1680 mL/min
same flow, rim integral: 1680 mL/min
mean time of one pass, all liquid: 0.261 s
mean time of one pass, groove liquid: 0.236 s
mean number of passes: 28.0
groove volume of whole wafer track: 31.4 mL
clock time to renew track grooves: 31.4 s
renewal time / rough polish time: 0.52
PARCEL SIMULATION (grooves only)
captured flow counted: 59.9 mL/min
mean time beneath wafer, followed: 5.899 s
volume / counted flow: 5.896 s
standard deviation / mean: 1.32
NEGLECTED EFFECTS
groove lag / sliding speed, numerical: 0.250
settling time of groove lag: 0.013 s
passes with full groove lag: 21.8
kinematic viscosity, rough: 1.00 mm2/s
diffusivity, rough: 1000 um2/s
diffusion time across groove depth: 125 s
mean cross-groove part of sliding: 0.318
shortest groove stirring time: 6.3 ms
film-only time, no groove exchange: 1.41 s
tau, grooves half worn or half full: 4.36 s
```
